# The central dip between two sequentially written two-photon lines

## Question

A focused laser spot is scanned through a two-photon resist to write two parallel lines, one after the other. In the focal plane the intensity of the spot is $I(r)=I_0\exp(-2r^2/w^2)$, so $w$ is the radius at which the intensity has fallen to $1/e^2$ of its peak. The lines run along $y$ and are centred at $x=\pm s/2$. They are written with equal power and equal speed. The local dose is proportional to the time integral of the squared intensity, and the resist adds the doses of the two passes linearly. "Dip" means a minimum of the total dose between two maxima.

For numerical work take $w=240$ nm.

## Part (a): the dose of one line

**Find the transverse dose profile of a single line.**

*Model answer.* Let the spot move at constant speed $v$. A point at distance $x$ from the line sees the spot pass at longitudinal distance $\eta=vt$, with $dt=d\eta/v$. Squaring the intensity doubles the exponent, so

$$
\int I^2\,dt=\frac{I_0^2}{v}\,e^{-4x^2/w^2}\int_{-\infty}^{\infty}e^{-4\eta^2/w^2}\,d\eta
=\frac{I_0^2}{v}\,\frac{\sqrt{\pi}\,w}{2}\,e^{-4x^2/w^2}.
$$

The integral over $\eta$ does not depend on $x$. In units of the peak dose of one line, the profile is therefore $\exp(-4x^2/w^2)$. This separation of $x$ from $\eta$ is a property of the Gaussian spot.

## Part (b): the limiting separation

**Show that the central dip disappears when $s$ falls below $w/\sqrt2$. Decide what happens at equality.**

*Model answer.* The passes are separate in time, so the doses add, and neither fields nor intensities do:

$$
D(x)=e^{-4(x-s/2)^2/w^2}+e^{-4(x+s/2)^2/w^2}.
$$

Expanding the squares, $(x\mp s/2)^2=x^2\mp sx+s^2/4$, gives the exponents

$$
-\frac{4x^2}{w^2}-\frac{s^2}{w^2}\pm\frac{4sx}{w^2}.
$$

Define $\kappa=2s^2/w^2$ and $u=2x/s$, so that the lines are centred at $u=\pm1$. Then $4x^2/w^2=\kappa u^2/2$, $s^2/w^2=\kappa/2$ and $4sx/w^2=\kappa u$. The sum becomes

$$
D=2e^{-\kappa(1+u^2)/2}\cosh(\kappa u).
$$

Differentiating the product and taking out $\cosh(\kappa u)$,

$$
\frac{dD}{du}=2\kappa\,e^{-\kappa(1+u^2)/2}\cosh(\kappa u)\,\bigl[\tanh(\kappa u)-u\bigr].
$$

The factors before the bracket are positive, so the bracket alone fixes whether the dose rises or falls. Because $D$ is even, $u>0$ is enough.

*Case $\kappa\le1$.* For $u>0$, $\tanh(\kappa u)<\kappa u\le u$. The bracket is negative, and the dose falls all the way from the centre. There is one maximum, at $x=0$, and no dip.

*Case $\kappa>1$.* Let $h(u)=\tanh(\kappa u)-u$. It has $h(0)=0$ and $h'(0)=\kappa-1>0$, so the dose first rises away from the centre. Also $h(1)<0$, since $\tanh\kappa<1$. For $u>0$,

$$
h''(u)=-2\kappa^2\tanh(\kappa u)\,\mathrm{sech}^2(\kappa u)<0 ,
$$

and a strictly concave function that vanishes at $u=0$ has at most one positive zero. Hence there is one zero $u_m$, with $0<u_m<1$. The dose rises up to $u_m$ and falls beyond it. The centre is a minimum between maxima at $\pm u_m$.

The dip therefore exists if and only if $\kappa>1$, that is

$$
s>\frac{w}{\sqrt2}.
$$

The same result appears in the central curvature. Near $u=0$ the bracket is $(\kappa-1)u$, so $d^2D/du^2=2\kappa(\kappa-1)e^{-\kappa/2}$ at the centre. Multiplying by $(du/dx)^2=4/s^2$ and using $\kappa/s^2=2/w^2$,

$$
D''(0)=\frac{16}{w^2}(\kappa-1)e^{-\kappa/2},
$$

which changes sign at $\kappa=1$.

*Equality.* At $\kappa=1$ the curvature vanishes, and the next order is needed. With $\ln\cosh u=u^2/2-u^4/12+\dots$,

$$
\ln\frac{D(u)}{D(0)}=-\frac{u^2}{2}+\ln\cosh u=-\frac{u^4}{12}+\dots
$$

Here $s^2=w^2/2$, so $u^2=8x^2/w^2$ and $u^4=64x^4/w^4$. Thus $D(x)/D(0)=1-\tfrac{16}{3}(x/w)^4+\dots$, a flat-topped maximum. The dip is already absent at equality.

For the given spot the limit is $240/\sqrt2=169.7$ nm.

## Part (c): how deep is the dip?

**Find the depth $\delta=1-D(0)/D_{\max}$ for $\kappa>1$ and its leading form just above the limit. Evaluate it for separations of 180, 200 and 250 nm, and comment on whether such lines could be developed separately.**

*Model answer.* From the factorised dose, $D(0)/D_{\max}=e^{\kappa u_m^2/2}/\cosh(\kappa u_m)$. Since $\tanh(\kappa u_m)=u_m$, the identity $1/\cosh^2=1-\tanh^2$ gives $1/\cosh(\kappa u_m)=\sqrt{1-u_m^2}$, and

$$
\delta=1-e^{\kappa u_m^2/2}\sqrt{1-u_m^2}.
$$

Just above the limit put $\kappa=1+\varepsilon$ with $\varepsilon\ll1$. Expanding $u_m=\tanh(\kappa u_m)$ to third order gives $u_m=\kappa u_m-\kappa^3u_m^3/3$, hence $u_m^2\simeq3\varepsilon$. Then

$$
\ln\frac{D_{\max}}{D(0)}\simeq\frac{\kappa(\kappa-1)u_m^2}{2}-\frac{\kappa^4u_m^4}{12}
\simeq\frac{3\varepsilon^2}{2}-\frac{3\varepsilon^2}{4},
\qquad
\delta\simeq\frac34(\kappa-1)^2 .
$$

The depth starts quadratically, so a separation slightly above the limit gives a very shallow dip.

For $s=200$ nm, $\kappa=2(200)^2/(240)^2=1.389$. Solving $u=\tanh(\kappa u)$ numerically gives $u_m=0.809$, and

$$
\delta=1-e^{1.389(0.809)^2/2}\sqrt{1-(0.809)^2}=0.074 .
$$

The three cases are:

| $s$ (nm) | $\kappa$ | distance between maxima (nm) | $D(0)$ | $D_{\max}$ | $\delta$ |
|---|---|---|---|---|---|
| 180 | 1.125 | 99 | 1.140 | 1.151 | 1.0 % |
| 200 | 1.389 | 162 | 0.999 | 1.078 | 7.4 % |
| 250 | 2.170 | 243 | 0.676 | 1.014 | 33 % |

The quadratic law gives 1.2 % at 180 nm and 11 % at 200 nm. At 250 nm it gives 103 %, which is impossible for a depth: $\varepsilon=1.17$ is outside its regime.

The maxima are $su_m$ apart, closer than the written lines because $u_m<1$. At the centre of one line its own dose is stationary, while the tail of the other still rises towards the middle, so the maximum of the sum lies further in.

Suppose that resist remains wherever the dose exceeds a sharp threshold. Two separate lines then require a threshold between $D(0)$ and $D_{\max}$. At 180 nm this window is narrow and lies entirely above 1, the peak dose of an isolated line. An isolated line written with the same exposure would not survive development. A 10 % dip needs $s=206$ nm, found by solving $\delta=0.10$ numerically, which is about 21 % above the limit. The condition $s>w/\sqrt2$ is necessary for resolving equal lines in this model, but it does not secure a usable process window.

## Part (d): what does sequential writing contribute?

**Two spots side by side now write both lines in one pass, with $w$ unchanged. Find the limiting separation (i) if their instantaneous intensities add without interference, and (ii) if they have the same polarization and a relative phase that averages out during the exposure. Then return to sequential writing and state the effect of a resist whose conversion is a strictly increasing function of total dose.**

*Model answer.* Let $I_1,I_2$ be the two transverse intensity profiles. In case (i), for example with orthogonal polarizations and an absorber that responds to the square of the total intensity, the dose is $(I_1+I_2)^2=I_1^2+I_2^2+2I_1I_2$. In case (ii) the intensity is $I_1+I_2+2\sqrt{I_1I_2}\cos\phi$. Its square, averaged with $\langle\cos\phi\rangle=0$ and $\langle\cos^2\phi\rangle=\tfrac12$, is

$$
(I_1+I_2)^2+2I_1I_2=I_1^2+I_2^2+4I_1I_2 .
$$

Both have a cross term $cI_1I_2$, with $c=2$ or $4$; sequential writing has $c=0$. Since $I_1I_2=e^{-\kappa(1+u^2)/2}$,

$$
D_c=e^{-\kappa(1+u^2)/2}\,[2\cosh(\kappa u)+c].
$$

The sign of $dD_c/du$ is that of $T(\kappa u)-u$, where

$$
T(z)=\frac{2\sinh z}{2\cosh z+c},\qquad
T'(0)=\frac{2}{2+c},\qquad
T''(z)=\frac{2\sinh z\,(c^2-8-2c\cosh z)}{(2\cosh z+c)^3}.
$$

For $c=2$ and $c=4$, $T''<0$ at all $z>0$, and $T<1$. The argument of part (b) applies again, and a dip exists if and only if $\kappa T'(0)>1$, that is $\kappa>1+c/2$. With $s=w\sqrt{\kappa/2}$ the limits are

$$
\text{(i)}\; s=w=240\ \text{nm},\qquad \text{(ii)}\; s=\sqrt{3/2}\,w .
$$

The cross term is largest midway between the lines and fills the dip. Sequential writing removes it.

For the resist, let the conversion be $R(D)$ with $R'>0$. Then $dR/dx=R'(D)\,dD/dx$ has the sign of $dD/dx$. The maxima and minima stay where they were, and the limit remains $w/\sqrt2$, although the relative depth of the dip generally changes unless the conversion is proportional to the dose. This fails if the resist does not respond to the sum of the doses. If a weak first dose were forgotten before the second pass, the conversion would not be a function of $D_1+D_2$, and the limit would not follow.

## Part (e): blur and unequal lines

**Find how the sequential limit changes (i) if diffusion blurs the dose with a Gaussian of standard deviation $\sigma=20$ nm, and (ii) if one line receives 10 % more dose than the other.**

*Model answer.* (i) The profile $e^{-4x^2/w^2}$ has variance $w^2/8$. Convolution of Gaussians adds variances, so $w^2/8$ becomes $w^2/8+\sigma^2$, or $w^2\to w^2+8\sigma^2$. The common loss of peak height does not matter. The limit is

$$
s=\sqrt{\frac{w^2+8\sigma^2}{2}}=\sqrt{\frac{57600+3200}{2}}\ \text{nm}=174.4\ \text{nm}.
$$

(ii) Let the line at $u=+1$ have relative dose $\rho>1$. Setting the derivative to zero gives

$$
\rho(1-u)e^{\kappa u}=(1+u)e^{-\kappa u}
\quad\Longrightarrow\quad
\ln\rho=g(u)=2\,\mathrm{artanh}\,u-2\kappa u,
$$

with $|u|<1$, since both sides must be positive. The slope is $g'=2/(1-u^2)-2\kappa$. For $\kappa\le1$, $g$ increases throughout, and there is one stationary point. For $\kappa>1$, $g$ has a local maximum at $-u_c$ and a local minimum at $+u_c$, where $u_c=\sqrt{1-1/\kappa}$. Three stationary points, and hence a dip, require

$$
\ln\rho<2\kappa u_c-2\,\mathrm{artanh}\,u_c .
$$

For $\rho=1.10$ the numerical solution of the equality gives $s=184.2$ nm, about 9 % above the equal-dose limit. The dip first appears at $-u_c$, on the side of the weaker line.

The sensitivity follows from small $\varepsilon=\kappa-1$, where $u_c^2\simeq\varepsilon$. The right side is then $2\varepsilon^{3/2}-\tfrac23\varepsilon^{3/2}=\tfrac43\varepsilon^{3/2}$, so $\varepsilon\simeq(\tfrac34\ln\rho)^{2/3}$. The power $2/3$ makes a small mismatch costly. Since dose goes as power squared, a 10 % dose mismatch needs a power difference of only about 5 %.

## Part (f): a real high-aperture focus

**For an arbitrary smooth, even line profile $f(x)$, find when the central curvature changes sign. Use the computed data below to judge the Gaussian model.**

The data are for a wavelength of 780 nm and a uniformly filled aplanatic lens of numerical aperture 1.4 in oil of index 1.518. The focal field was calculated from the vector diffraction integrals, and the squared electric energy density was integrated along the line. "Width" is the full width at half dose.

| linear polarization | width (nm) | twice the inflection distance (nm) | limit for a Gaussian of equal width (nm) |
|---|---|---|---|
| across the lines | 272 | 246 | 231 |
| along the lines | 193 | 170 | 164 |

*Model answer.* With $D(x)=f(x-s/2)+f(x+s/2)$ and $f''$ even, $D''(0)=2f''(s/2)$. The curvature changes sign when $s$ is twice the distance from the line centre to an inflection point of $f$. A profile with side lobes has several such points; the one meant here is the nearest to the centre, where $f''$ turns from negative to positive. Just above this separation the centre is a minimum, so a dip exists. That no off-centre dip appears at smaller $s$ was proved in part (b) for the Gaussian only; the side lobes of the computed profiles do give off-centre minima at smaller $s$, but the innermost of them lies below 0.2 % of the central dose, so they are ignored, and "limit" below means the separation at which the central curvature vanishes. For $e^{-4x^2/w^2}$ the inflection point is at $x=w/(2\sqrt2)$, which returns $s=w/\sqrt2$.

The Gaussian with $w=240$ nm has a width of $w\sqrt{\ln2}=200$ nm. With polarization along the lines, the computed limit of 170 nm agrees with the Gaussian value, but through two compensating differences. The narrower profile alone would lower the limit to 164 nm, and its non-Gaussian shape raises it again. With polarization across the lines the limit is 246 nm, about 45 % above 169.7 nm. Most of that increase comes from the greater width, and about 15 nm from the shape. These figures hold for an absorber that responds to the squared energy density $|E|^4$. The longitudinal field is in quadrature with the transverse field, so the focal field is elliptical off axis, and randomly oriented molecules also respond to $|E\cdot E|^2$. For rod-like absorbers, with rate proportional to $2|E|^4+|E\cdot E|^2$, the limit with polarization across the lines falls to 196 nm, about 15 % above 169.7 nm and slightly below the equal-width Gaussian value of 199 nm, while the limit along the lines stays at 169 nm. Lowering the index by 0.01 raises the 246 nm value by about 3 nm.

These parameters are rough typical values for two-photon direct laser writing with a near-infrared laser and an oil-immersion objective. For sequential writing, among the departures evaluated in parts (e) and (f), polarization across the lines moves the limit most, followed by the 10 % dose mismatch and the 20 nm blur. The value of 169.7 nm is thus a fair estimate for this lens when the polarization lies along the lines, the doses are well matched and the resist responds to their sum. The close agreement depends on the choice $w=240$ nm. In this polarization the computed focus has a $1/e^2$ intensity radius of 213 nm across the lines, and inserting that radius in $w/\sqrt2$ would give 151 nm, about 11 % too low. Matching the Gaussian to the width at half dose, as in the table, gives the closer value of 164 nm. Shrinkage, development kinetics and non-additive resist memory are not included, and their effect on the developed relief is not estimated here.
